\section*{Inverse participation ratio of extended and localized states in amorphous supercells}

\section{Participation ratio and supercell size}

\subsection{Two states on a ring}

Take a ring of $N=2L+1$ atoms with one orbital each, and let $w_n$ be the probability of finding the electron on atom $n$. The inverse participation ratio is $P=\sum_n w_n^2$ when $\sum_n w_n=1$. A plane wave has $w_n=1/N$ on every atom, so
\begin{equation}
P=N\,\frac{1}{N^2}=\frac1N .
\label{eq:plane}
\end{equation}
Now let the amplitude decay from atom $0$ as $e^{-|n|/\xi}$, with $|n|\le L$. The weights are proportional to $q^{|n|}$, where $q=e^{-2/\xi}<1$. The normalization needs the geometric sum
\begin{equation}
\sum_{n=-L}^{L}q^{|n|}=1+\frac{2q(1-q^{L})}{1-q}=\frac{1+q-2q^{L+1}}{1-q},
\label{eq:geom}
\end{equation}
and the sum of squared weights is the same expression with $q\to q^2$. Hence
\begin{equation}
P=\frac{1+q^2-2q^{2L+2}}{1-q^2}\,\frac{(1-q)^2}{(1+q-2q^{L+1})^2}
\;\xrightarrow{L\to\infty}\;\frac{(1+q^2)(1-q)}{(1+q)^3}.
\label{eq:ring}
\end{equation}
The limit does not contain $N$, and the corrections vanish as $q^{L}$. For $\xi\gg1$ one has $1-q\simeq2/\xi$, and the limit becomes $1/(2\xi)$: the state occupies a number of atoms set by its own length. The order of lengths matters. If $L\ll\xi$, all weights in the cell are nearly equal and $P\simeq1/N$, although the state is localized. The value of $P$ in a cell much smaller than the localization length cannot tell the two cases apart.

An amorphous supercell has neither plane waves nor a simple exponential. The contrast survives there under conditions that have to be stated.

\subsection{An identity for any state}

Let a normalized eigenstate have coefficients $c_{i\alpha}$ in an orthonormal basis, with $i$ the atom and $\alpha$ its orbital. Define
\begin{equation}
w_i=\sum_\alpha|c_{i\alpha}|^2,\qquad \sum_{i=1}^N w_i=1,\qquad P=\sum_{i=1}^N w_i^2 .
\label{eq:def}
\end{equation}
Write $\langle\cdot\rangle$ for the average over atoms, so that $\langle w\rangle=1/N$. Since $P=N\langle w^2\rangle$ and $\langle w^2\rangle=\langle w\rangle^2+\mathrm{Var}(w)$,
\begin{equation}
P=\frac{\kappa}{N},\qquad \kappa=\frac{\langle w^2\rangle}{\langle w\rangle^2}=1+\frac{\mathrm{Var}(w)}{\langle w\rangle^2}.
\label{eq:kappa}
\end{equation}
This holds for every state. A state is called extended here if $\kappa$ stays bounded as $N$ grows; then $P$ is of order $1/N$. If $\kappa$ grew as $N^{1-\gamma}$ with $0<\gamma<1$, $P$ would fall as $N^{-\gamma}$, and the state would belong to neither class.

Equation \eqref{eq:kappa} gives $P\ge1/N$. From above, replacing one factor $w_i$ by the largest weight gives
\begin{equation}
\frac1N\le P\le \max_i w_i\le1 .
\label{eq:limits}
\end{equation}
A $P$ that stays finite therefore requires an atom that keeps a finite weight. It does not require exponential decay: with weight $a$ on one atom and $1-a$ spread evenly over the others, $P=a^2+(1-a)^2/(N-1)$, which tends to $a^2$.

\subsection{The prefactor of extended states}

The value of $\kappa$ depends on the kind of wave. A real standing wave has $w_n=(2/N)\cos^2(kn+\varphi)$. Because $\cos^4x=\tfrac38+\tfrac12\cos2x+\tfrac18\cos4x$, and the oscillating terms sum to zero over the ring for a general allowed $k$,
\begin{equation}
P=\frac{4}{N^2}\,\frac{3N}{8}=\frac{3}{2N},\qquad \kappa=\frac32 .
\label{eq:standing}
\end{equation}

A useful reference for a disordered system is a real vector of random direction, with $m$ orbitals per atom. Draw $mN$ independent Gaussian numbers $x_{i\alpha}$ of unit variance, and set $s_i=\sum_\alpha x_{i\alpha}^2$ and $\rho=\sum_i s_i$. Then $w_i=s_i/\rho$. With $E[x^4]=3$ and $E[x^2]=1$,
\begin{equation}
E[s_i^2]=3m+m(m-1)=m(m+2),\qquad E[\rho^2]=mN(mN+2),
\label{eq:moments}
\end{equation}
where the second result is the first with $m$ replaced by $mN$. The length of a Gaussian vector is independent of its direction, so $\sum_iE[s_i^2]=E[\rho^2]\,E[P]$, and
\begin{equation}
E[P]=\frac{N\,m(m+2)}{mN(mN+2)}=\frac{m+2}{mN+2}.
\label{eq:random}
\end{equation}
For large $N$ this gives $\kappa\to1+2/m$: the value is 3 for one orbital per atom and 1.5 for four, because summing over orbitals averages out part of the fluctuation. At $N=200$ the formula gives $3/202=0.01485$ and $6/802=0.00748$; sampled vectors give 0.01484 and 0.00748. Values of $P$ obtained with different basis sets should thus not be compared without regard to the prefactor.

\subsection{A state bound to a defect}

For the localized case take one real orbital per atom and
\begin{equation}
H=H_0+U|0\rangle\langle0|,\qquad U<0,
\label{eq:H}
\end{equation}
where the defect sits on atom 0. The host $H_0$ has hopping elements $t_{ij}$ that vanish at distances $d_{ij}\ge r_c$. Distances are taken to the nearest periodic image, and no two atoms are closer than $a$. The decisive assumption is that the host spectrum of every cell considered lies above a common energy $E_h$, while the defect level obeys $E\le E_h-\Delta$ with a fixed $\Delta>0$.

The eigenvalue equation reads $(E-H_0)\psi=U\psi_0|0\rangle$. Since $E$ is outside the host spectrum, $G=(E-H_0)^{-1}$ exists, and
\begin{equation}
\psi=U\psi_0\,G|0\rangle,\qquad 1=U\,G_{00}(E).
\label{eq:bound}
\end{equation}
The second relation is component 0 of the first, divided by $\psi_0$. This is allowed because $\psi_0=0$ would make $\psi$ vanish. There is at most one such level below $E_h$. If there were two, some combination $\phi$ of their states would have $\phi_0=0$; its energy would be below $E_h$, yet equal to $\langle\phi|H_0|\phi\rangle\ge E_h$.

Equation \eqref{eq:bound} already excludes a $1/N$ law. The norm of $G$ is at most $1/\Delta$, so $1=\|\psi\|\le|U||\psi_0|/\Delta$, and
\begin{equation}
w_0\ge\frac{\Delta^2}{U^2},\qquad P\ge w_0^2\ge\left(\frac{\Delta}{U}\right)^4 .
\label{eq:lower}
\end{equation}
The bound does not depend on $N$. It vanishes as the level approaches the band, where the argument ceases to apply. In the opposite limit of large $|U|$, and with zero host site energies, first-order perturbation theory gives $\psi_i\simeq t_{i0}\psi_0/U$. Normalization then yields $w_0\simeq1-\sum_it_{i0}^2/U^2$, and to the same order $P\simeq w_0^2\simeq1-2\sum_it_{i0}^2/U^2$.

\subsection{Decay without a lattice}

To show that $P$ has a limit, one must control the tail of $\psi$. Let $f_i=d_{i0}$, regarded as a diagonal matrix, and define $H_\eta=e^{\eta f}H_0e^{-\eta f}$ with $\eta>0$. Its elements are $t_{ij}e^{\eta(f_i-f_j)}$. The triangle inequality gives $|f_i-f_j|\le d_{ij}$, and $|e^x-1|\le e^{|x|}-1$, so the elements of $D=H_\eta-H_0$ obey
\begin{equation}
|D_{ij}|\le b_{ij}=|t_{ij}|\left(e^{\eta d_{ij}}-1\right),\qquad S(\eta)=\max_i\sum_jb_{ij}.
\label{eq:S}
\end{equation}
By the Cauchy--Schwarz inequality and the symmetry of $b_{ij}$,
\begin{equation}
\|Dv\|^2\le\sum_i\Big(\sum_jb_{ij}\Big)\Big(\sum_jb_{ij}|v_j|^2\Big)\le S(\eta)^2\|v\|^2 .
\label{eq:schur}
\end{equation}
Choose $\eta$ so that $S(\eta)=\Delta/2$. Then $\|(E-H_\eta)v\|\ge(\Delta-\Delta/2)\|v\|$, and the inverse of $E-H_\eta$, which equals $e^{\eta f}Ge^{-\eta f}$, has norm at most $2/\Delta$. Since $f_0=0$, $e^{-\eta f}|0\rangle=|0\rangle$. Applying $e^{\eta f}$ to \eqref{eq:bound} and using $|\psi_0|\le1$ gives
\begin{equation}
\|e^{\eta f}\psi\|\le\frac{2|U|}{\Delta}.
\label{eq:decay}
\end{equation}

The rate $\eta$ does not shrink with the cell. Spheres of radius $a/2$ around the atoms do not overlap, so a ball of radius $r_c$ holds at most $\nu=(1+2r_c/a)^3$ atoms, provided the cell is wider than $2r_c+a$. With $|t_{ij}|\le t_{\max}$, one has $S(\eta)\le\nu t_{\max}(e^{\eta r_c}-1)$, hence
\begin{equation}
\eta\ge\frac1{r_c}\ln\left(1+\frac{\Delta}{2\nu t_{\max}}\right).
\label{eq:eta}
\end{equation}

\subsection{Independence of the cell}

Let cells $A$ and $B$ contain the same atoms within a distance $R$ of the defect, with $r_c<R$ and $R$ less than half the side of either cell. For each atom within $R-r_c$ of the defect, the matrix elements with all atoms of this ball are taken to be the same in both cells, as they are when the hopping depends only on distance and the site energies are fixed. Two atoms near opposite edges of the ball may be neighbours through the boundary of the smaller cell, but their coupling is not needed below. Outside this ball the cells may differ in structure and size. Cut $\psi_A$ at $R-r_c$: call the inner part $\phi$ and the norm of the rest $\tau$. Hopping from the inner part reaches only atoms within $R$, which are common to both cells, so $H_B\phi=H_A\phi$. As $(H_A-E_A)\psi_A=0$,
\begin{equation}
\|(H_B-E_A)\phi\|=\|(H_A-E_A)(\psi_A-\phi)\|\le K\tau,\qquad K=\|H_A-E_A\| .
\label{eq:residual}
\end{equation}
Expand $\phi$ in the eigenstates of $H_B$. All of them except $\psi_B$ have energies at least $g\ge\Delta$ above $E_A$, so the part of $\phi$ orthogonal to $\psi_B$ has norm at most $K\tau/g$. Adding the tail, the part of $\psi_A$ orthogonal to $\psi_B$ has norm $\sin\theta\le(1+K/g)\tau$. Choose the sign of $\psi_B$ so that $\cos\theta\ge0$. Then
\begin{equation}
\|\psi_A-\psi_B\|^2=2-2\cos\theta\le2-2\cos^2\theta=2\sin^2\theta .
\label{eq:angle}
\end{equation}
Here both states are extended by zeros to atoms that their own cell lacks.

It remains to pass from states to $P$. With $w+w'\le2$ on each atom and $w-w'=(\psi-\psi')(\psi+\psi')$,
\begin{equation}
|P-P'|\le2\sum_i|w_i-w_i'|\le2\|\psi-\psi'\|\,\|\psi+\psi'\|\le4\|\psi-\psi'\| .
\label{eq:lipschitz}
\end{equation}
Equation \eqref{eq:decay} bounds the tail by $\tau\le(2|U|/\Delta)e^{-\eta(R-r_c)}$. Combining this with \eqref{eq:angle} and \eqref{eq:lipschitz},
\begin{equation}
|P_A-P_B|\le\frac{8\sqrt2\,|U|}{\Delta}\left(1+\frac K\Delta\right)e^{-\eta(R-r_c)} .
\label{eq:main}
\end{equation}
$K$ is bounded independently of $N$ because each row of $H_A$ has a bounded number of bounded elements. If the cell grows while ever larger surroundings of the defect are kept, $P$ converges, and by \eqref{eq:lower} its limit is positive.

Independently generated amorphous cells do not share their surroundings. For an ensemble whose cells all obey the gap assumption, \eqref{eq:main} says that $P$ is, up to an error that decays with $R$, a function of the local structure. If the statistics of local structures become independent of $N$, so does the distribution of $P$: its mean and spread converge, while individual values continue to differ.

\subsection{A model glass}

Atoms are placed at random at unit number density with minimum distance $a=0.75$; lengths are in units of the inverse cube root of the density. The hopping is $-t(1-r^2/r_c^2)^2$ for $r<r_c=1.7$, host site energies are zero, and $U=-5t$. In a reference cell of 360 atoms the host band runs from $-3.965t$ to $1.287t$, and the defect level is at $-5.345t$. Thus $\Delta=(5.345-3.965)t=1.380t$ in this cell. The lower edge of the host band is not fixed: it lies near $-4.2t$ at $N=2880$ and near $-4.3t$ at $N=23040$. The minimum distance also permits rare dense clusters. Nineteen atoms packed fcc at spacing $a$ have a level at $-6.1t$, and the host edge of any cell containing them lies at or below this value, under the defect level. The gap assumption therefore holds for typical cells of the sizes used here, not for every cell the model allows. The defect atom carries $w_0=0.901$, which contributes $0.901^2=0.812$ to the total $P=0.813$.

Four cell sizes were then built around the same core of radius 2.5, with new random exteriors. The states taken as extended are those ranked between 10\% and 30\% from the bottom of the spectrum, and their $P$ is averaged over this window. The entries are also means over 8, 4, 2 and 1 cells, in order of increasing $N$.
\begin{center}
\begin{tabular}{rccc}
$N$ & $P$ (defect) & $P$ (extended) & $\kappa$ (extended)\\
180 & 0.813 & 0.01622 & 2.92\\
360 & 0.816 & 0.00870 & 3.13\\
720 & 0.815 & 0.00457 & 3.29\\
1440 & 0.816 & 0.00235 & 3.39
\end{tabular}
\end{center}
The defect values differ by at most 0.4\% of their mean. The extended values fall by a factor $0.01622/0.00235=6.9$ while $N$ grows by 8, and the fitted exponent is $-0.93$. The difference from $-1$ is the drift of $\kappa$, since $8\times2.92/3.39=6.9$. Equation \eqref{eq:random} does not account for this drift: it gives $\kappa=2.97$ at $N=180$ and $3.00$ at $N=1440$. The increments of $\kappa$ decrease, which is compatible with a bounded value, but four sizes, averaged over few cells and given without error estimates, do not prove one. The origin of the drift was not determined.

A single size would say less. At $N=180$ the extended value equals that of a state spread evenly over $1/0.01622\approx62$ atoms; the fall of $P$ with $N$ is what separates it from a localized state of that extent.

Replacing all atoms beyond $R=1.5$, 2.5 and 3.5 in the reference cell changes $P$ by $1.4\times10^{-2}$, $2.9\times10^{-3}$ and $1.6\times10^{-4}$ (root mean square), so $P$ is indeed set by the near surroundings. The rigorous rate is far from sharp: \eqref{eq:S} gives $\eta=0.126$, whereas a fit to the amplitudes between distances 1 and 3 gives 1.77. Both numbers belong to this cell and this range: in cells of 6000 atoms $\eta$ is about 0.09, and the fitted rate falls to about 1.5 between distances 5 and 8. At $R=3.5$ the bound on the tail is $7.25\,e^{-0.126\times1.8}=5.8$, which is useless for a normalized state. Equation \eqref{eq:main} establishes the limit for sequences of cells that keep a common gap $\Delta$; it does not estimate the error in a cell of this size.

Twelve fully independent cells of each size give a mean $P$ of 0.770 at $N=180$ and 0.775 at $N=600$, with standard deviations of 0.067 and 0.053 between cells. The means differ by 0.005, with a standard error of 0.025. The structural spread is thus much larger than the size effect seen with a common core.

\subsection{Repeated cells and disorder within the band}

Enlarging an amorphous cell by repeating it is not equivalent to generating a larger one. Two copies contain two identical defects, and the symmetric state is $(\psi,\psi)/\sqrt2$, where $\psi$ is the periodic state of one cell. Each weight is halved and each atom occurs twice, so
\begin{equation}
P_{\rm rep}=2\sum_i\left(\frac{w_i}{2}\right)^2=\frac P2 .
\label{eq:half}
\end{equation}
A cell with $P=0.7738$ gives $0.3869$ when repeated, although the two defect levels are split by only $4.5\times10^{-4}t$.

Unequal surroundings suppress this sharing once they separate the two levels by much more than their coupling. Let two defect states with equal $P$ and negligible overlap have an energy difference $\delta$ and a coupling $v$. The eigenstates have weights $\cos^2\theta$ and $\sin^2\theta$ on the two defects, with $\tan2\theta=2v/\delta$, and
\begin{equation}
\frac{P_{\rm pair}}{P}=\cos^4\theta+\sin^4\theta=1-\tfrac12\sin^22\theta=1-\frac{2v^2}{\delta^2+4v^2}.
\label{eq:pair}
\end{equation}
For $\delta=0$ this is $1/2$. For $\delta$ ten times $2v$ the reduction is $1/202$, about 0.5\%. When the $P$ of a bound defect state halves on repeating a cell, the cause is therefore resonance between the identical defects, not a longer decay length. The $P$ of an extended state halves as well, because \eqref{eq:half} holds for any periodic state of one cell that is repeated in both copies. The value of $P$ alone does not distinguish these cases.

Localization by strong disorder inside the band is not covered by the proof, which needs the gap $\Delta$. In the same model without the defect, site energies spread uniformly over a width of $40t$ give a mean $P$ over all states of 0.722 at $N=180$ and 0.727 at $N=720$; these means move by about 0.02 between random samples. A $1/N$ law would have reduced it fourfold. For this disorder strength the absence of a $1/N$ law is a numerical finding from two sizes, and it concerns the mean over states.

\section*{Calculated quantities}
\begin{verbatim}
Hopping range rc (length unit): 1.7
Minimum distance (length unit): 0.75
Defect site energy U (t): -5.0
kappa plane wave, standing wave: 1.000, 1.500
Random vector N=200, 1 orbital(s)/atom: P sampled 0.01484, formula 0.01485
Random vector N=200, 4 orbital(s)/atom: P sampled 0.00748, formula 0.00748
Reference cell N=360: host band -3.965 to 1.287 t
Defect level E: -5.3452 t; separation Delta: 1.3798 t
U*G00(E) (dimensionless): 1.00000000
Defect-atom weight: 0.9011; P: 0.8130
Guaranteed decay rate eta: 0.1259 per length unit
Fitted amplitude decay rate: 1.770 per length unit
Weighted norm: 1.0168; its bound: 7.2477
Atoms replaced beyond R=1.5: rms change of P 1.40e-02
Atoms replaced beyond R=2.5: rms change of P 2.86e-03
Atoms replaced beyond R=3.5: rms change of P 1.59e-04
Common core: radius 2.5 length units, 64 atoms
Columns: N, cells, P defect, P extended, kappa=N*P extended
  180  8 0.81265 0.016216 2.919
  360  4 0.81583 0.008696 3.131
  720  2 0.81543 0.004567 3.288
 1440  1 0.81595 0.002353 3.388
Fitted exponent, extended: -0.928
Fitted exponent, defect: 0.00168
12 independent cells N=180: mean P 0.7702, standard deviation 0.0671
12 independent cells N=600: mean P 0.7750, standard deviation 0.0534
Difference of means: 0.0049; its standard error: 0.0248
Single cell P: 0.77376; repeated cell P: 0.38688
Splitting of the two defect levels: 4.53e-04 t
Site disorder width 40 t, N=180: mean P over all states 0.7224
Site disorder width 40 t, N=720: mean P over all states 0.7266
\end{verbatim}
